# Minimum Resistance of a Balanced Superjunction at Fixed Peak Field: test program

```python
"""
Result under test: a balanced superjunction with n and p columns of equal
width w has minimum ideal specific resistance
    R_min = 2 w V / (mu eps Ec^2)
when the vector field at a junction, far from the column ends, is held at Ec.
V: blocking voltage; mu: electron mobility; eps: permittivity;
N: doping of each column; L: column length;
Ex: lateral junction field; Ey = V/L: mean axial field.
Only n columns conduct; the area includes both columns.
Lengths are in cm, fields in V/cm and densities in cm^-3 internally.
A two-dimensional Poisson solution also tests the field at the column ends.
Material inputs are rough values in the regime of 4H silicon carbide.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from mpmath import catalan

q = sc.e
eps_r = 10.0
eps = eps_r * sc.epsilon_0 / 100.0
w, V, mu, Ec = 2.0e-4, 3300.0, 600.0, 2.0e6


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def resistance_from_columns(N, width, voltage, mobility, perm, field):
    """Integrate charge, find length, then add columns in parallel."""
    lateral = quad(lambda x: q * N / perm, 0.0, width / 2)[0]
    axial = np.sqrt(field**2 - lateral**2)
    length = voltage / axial
    columns_per_cm = 1.0 / (2 * width)
    one_column = q * mobility * N * width / length
    return 1.0 / (columns_per_cm * one_column), lateral, length


def minimize_columns(width, voltage, mobility, perm, field, power=0.0):
    """Search doping; mobility may vary as a power of doping."""
    N_limit = 2 * perm * field / (q * width)
    N_reference = N_limit / np.sqrt(2)

    def evaluate(fraction):
        N = fraction * N_limit
        mobile = mobility * (N / N_reference)**(-power)
        return resistance_from_columns(N, width, voltage, mobile, perm, field)

    best = minimize_scalar(lambda f: evaluate(f)[0], bounds=(0.02, 0.999),
                           method="bounded", options={"xatol": 1e-10})
    return best.x * N_limit, evaluate(best.x)


# The minimum and its scaling, on unrelated parameter sets.
for case in [(w, V, mu, eps, Ec), (5e-4, 1200.0, 900.0, 0.8 * eps, 1.3e6),
             (1e-4, 8000.0, 300.0, 1.4 * eps, 3.1e6)]:
    width, voltage, mobility, perm, field = case
    N_num, (R_num, Ex_num, L_num) = minimize_columns(*case)
    assert close(R_num, 2*width*voltage/(mobility*perm*field**2), 1e-8)
    assert close(Ex_num, field / np.sqrt(2), 1e-5)
    assert close(L_num, np.sqrt(2) * voltage / field, 1e-5)
    assert close(N_num, np.sqrt(2) * perm * field / (q * width), 1e-5)

Ex = Ey = Ec / np.sqrt(2)
N = np.sqrt(2) * eps * Ec / (q * w)
L = V / Ey
R = 2 * w * V / (mu * eps * Ec**2)
N_half = 2 * eps * (0.5 * Ec) / (q * w)
R_half = resistance_from_columns(N_half, w, V, mu, eps, Ec)[0]
assert close(R_half / R, 1 / (2 * 0.5 * np.sqrt(0.75)), 1e-10)


def solve_depleted_cell(donors, acceptors, length, nx=60, ny=700):
    """Poisson solution from an n-column centre to a p-column centre."""
    hx, hy = w / nx, length / ny
    diagonal = np.full(nx, 2.0)
    diagonal[[0, -1]] = 1.0
    side = -np.ones(nx - 1)
    Ax = diags([side, diagonal, side], [-1, 0, 1]) / hx**2
    m = ny - 1
    side = -np.ones(m - 1)
    Ay = diags([side, np.full(m, 2.0), side], [-1, 0, 1]) / hy**2
    A = (kron(Ax, identity(m)) + kron(identity(nx), Ay)).tocsc()
    charge = np.full(nx, -q * acceptors)
    charge[:nx // 2] = q * donors
    source = np.repeat((charge / eps)[:, None], m, axis=1)
    source[:, -1] += V / hy**2
    potential = np.zeros((nx, ny + 1))
    potential[:, -1] = V
    potential[:, 1:-1] = spsolve(
        A, source.ravel(), permc_spec="MMD_AT_PLUS_A").reshape(nx, m)
    return potential, hx, hy


def field_map(potential, hx, hy):
    gx = np.gradient(potential, hx, axis=0)
    gy = np.gradient(potential, hy, axis=1, edge_order=2)
    return np.hypot(gx, gy), gy


def junction_field(potential, hx, hy):
    i, j = potential.shape[0] // 2, potential.shape[1] // 2
    lateral = (potential[i - 1, j] - potential[i, j]) / hx
    axial = np.mean(potential[i-1:i+1, j+1]
                    - potential[i-1:i+1, j-1]) / (2 * hy)
    return np.hypot(lateral, axial)


kappa = float(8 * catalan / np.pi**2)
phi, hx, hy = solve_depleted_cell(N, N, L)
magnitude, axial_map = field_map(phi, hx, hy)
junction_numeric = junction_field(phi, hx, hy)
end_numeric = axial_map[0, 0]
end_low = axial_map[-1, 0]
kappa_numeric = (end_numeric - Ey) / Ex
assert close(junction_numeric, Ec, 1e-4)
# Half a percent allows for the finite grid at the electrode.
assert close(kappa_numeric, kappa, 5e-3)
assert close(end_low, Ey - kappa * Ex, 1e-2) and end_low > 0
assert close(magnitude.max(), end_numeric, 2e-3)
assert end_numeric > 1.1 * Ec

# Optimize with both the interior and the end field bounded by Ec.
def bounded_resistance(fraction):
    lateral = fraction * Ec
    axial = min(np.sqrt(Ec**2 - lateral**2), Ec - kappa_numeric * lateral)
    doping = 2 * eps * lateral / (q * w)
    return 2 * (V / axial) / (q * mu * doping)

bounded = minimize_scalar(bounded_resistance, bounds=(0.05, 0.98),
                          method="bounded", options={"xatol": 1e-10})
R_end = 4 * kappa * w * V / (mu * eps * Ec**2)
Ex_end, Ey_end = Ec / (2 * kappa), Ec / 2
N_end, L_end = 2 * eps * Ex_end / (q * w), V / Ey_end
assert close(bounded.fun, R_end, 5e-3)
phi_end, hxe, hye = solve_depleted_cell(N_end, N_end, L_end, ny=900)
magnitude_end, _ = field_map(phi_end, hxe, hye)
junction_end = junction_field(phi_end, hxe, hye)
assert close(magnitude_end.max(), Ec, 5e-3)
assert close(junction_end, np.hypot(Ex_end, Ey_end), 1e-4)
assert junction_end < Ec

# Best uniformly doped layer, with the field still positive at its far end.
def uniform_resistance(scale):
    length = scale * V / Ec
    doping = 2 * eps * (Ec * length - V) / (q * length**2)
    return length / (q * mu * doping)

uniform = minimize_scalar(uniform_resistance, bounds=(1.01, 2.0),
                          method="bounded", options={"xatol": 1e-10})
R_uniform = 27 * V**2 / (8 * mu * eps * Ec**3)
assert close(uniform.fun, R_uniform, 1e-8)
assert close(uniform.x, 1.5, 1e-5)
w_cross = 27 * V / (16 * Ec)
assert close(minimize_columns(w_cross, V, mu, eps, Ec)[1][0],
             uniform.fun, 1e-7)

# Doping-dependent mobility.
s = 0.3
N_s, (R_s, Ex_s, L_s) = minimize_columns(w, V, mu, eps, Ec, s)
assert close(Ex_s / Ec, np.sqrt((1 - s) / (2 - s)), 1e-5)

# Built-in depletion on both sides of each conducting column.
Vbi = 3.0
def built_in_drop(depth):
    return 2 * quad(lambda x: q * N * x / eps, 0, depth)[0]

# The depth is a tiny number in cm, so the root tolerance must be tinier.
depth_numeric = brentq(lambda x: built_in_drop(x) - Vbi, 1e-8, w / 2,
                       xtol=1e-18)
depth = np.sqrt(eps * Vbi / (q * N))
assert close(depth_numeric, depth, 1e-8)
open_fraction = 1 - 2 * depth / w

# One donor level with spin degeneracy two; rough band density and depth.
Nc300, donor_depth = 1.7e19, 0.08
def ionized_fraction(T):
    kT = sc.k * T / q
    Nc = Nc300 * (T / 300)**1.5
    def balance(f):
        return f * (1 + 2 * f * N / Nc * np.exp(donor_depth / kT)) - 1
    return brentq(balance, 1e-10, 1.0)

T_hot, mobility_power = 425.0, 2.4
ion300, ion_hot = ionized_fraction(300.0), ionized_fraction(T_hot)
mobility_ratio = (T_hot / 300.0)**(-mobility_power)
R300 = R / (open_fraction * ion300)
R_hot = R / (open_fraction * ion_hot * mobility_ratio)

# A two percent donor excess raises the end field at unchanged voltage.
imbalance = 0.02
phi_i, hxi, hyi = solve_depleted_cell(N * (1 + imbalance), N, L)
_, axial_i = field_map(phi_i, hxi, hyi)
mean_rise = q * N * imbalance * L / (4 * eps)
peak_i = Ey + kappa * Ex * (1 + imbalance / 2) + mean_rise
assert close(axial_i[0, 0], peak_i, 5e-3)
assert close(np.mean(axial_i[:, 0] - axial_map[:, 0]), mean_rise, 5e-3)

# One rough ionization coefficient is used for both carriers.
ion_a, ion_b = 5.0e6, 1.6e7
def ionization(field):
    return ion_a * np.exp(-ion_b / np.maximum(field, 1.0))

centre_ionization = trapezoid(ionization(axial_map[0]), dx=hy)
def field_line(y, state):
    lateral = Ex * state[0] / (w / 2)
    total = np.hypot(lateral, Ey)
    return [-lateral / Ey, ionization(total) * total / Ey]

line = solve_ivp(field_line, (0, L / 2), [w / 2, 0], max_step=w / 40,
                 rtol=1e-8, atol=1e-12)
assert line.success
crossing_ionization = 2 * line.y[1, -1]
assert max(centre_ionization, crossing_ionization) < 1

# Tunnelling exponent through a triangular gap barrier at the end peak.
gap, tunnel_mass = 3.2, 0.3
end_peak = Ey + kappa * Ex
barrier_length = gap / (end_peak * 100)
tunnel_exponent = 2 * quad(
    lambda u: np.sqrt(2*tunnel_mass*sc.m_e*q*gap*(1-u)) / sc.hbar,
    0, 1)[0] * barrier_length


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("Column width", w * 1e4, "um")
show("Blocking voltage", V, "V")
show("Electron mobility at 300 K", mu, "cm2/Vs")
show("Relative permittivity", eps_r)
show("Permittivity", eps, "F/cm")
show("Allowed field Ec", Ec / 1e6, "MV/cm")
show("Optimal lateral field", Ex / 1e6, "MV/cm")
show("Optimal axial field", Ey / 1e6, "MV/cm")
show("Optimal doping", N, "cm^-3")
show("Optimal length", L * 1e4, "um")
show("Minimum resistance, interior bound", R * 1e3, "mOhm cm2")
show("Same, numerical search",
     minimize_columns(w, V, mu, eps, Ec)[1][0] * 1e3, "mOhm cm2")
show("Resistance ratio at Ex = Ec/2", R_half / R)
show("Lateral voltage between column centres", Ex * w / 2, "V")
show("Poisson junction field at mid-length", junction_numeric/1e6, "MV/cm")
show("End coefficient kappa, series", kappa)
show("End coefficient kappa, Poisson", kappa_numeric)
show("End peak, series", end_peak / 1e6, "MV/cm")
show("End peak, Poisson", end_numeric / 1e6, "MV/cm")
show("Lowest end field, Poisson", end_low / 1e6, "MV/cm")
show("End-limited coefficient 4 kappa", 4 * kappa)
show("End-limited resistance", R_end * 1e3, "mOhm cm2")
show("End-limited doping", N_end, "cm^-3")
show("End-limited length", L_end * 1e4, "um")
show("End-limited lateral field", Ex_end / 1e6, "MV/cm")
show("End-limited axial field", Ey_end / 1e6, "MV/cm")
show("End-limited peak, Poisson", magnitude_end.max() / 1e6, "MV/cm")
show("End-limited junction field", junction_end / 1e6, "MV/cm")
show("Best uniform-layer resistance", R_uniform * 1e3, "mOhm cm2")
show("Uniform / superjunction resistance", R_uniform / R)
show("Crossover column width", w_cross * 1e4, "um")
show("Mobility-doping exponent s", s)
show("Optimal Ex/Ec with this exponent", Ex_s / Ec)
show("Resistance ratio with this exponent", R_s / R)
show("Built-in voltage", Vbi, "V")
show("Built-in depletion per side", depth * 1e4, "um")
show("Open fraction of n column", open_fraction)
show("Donor depth", donor_depth, "eV")
show("Band density at 300 K", Nc300, "cm^-3")
show("Ionized donor fraction at 300 K", ion300)
show("Corrected resistance at 300 K", R300 * 1e3, "mOhm cm2")
show("Hot temperature", T_hot, "K")
show("Mobility temperature exponent", mobility_power)
show("Hot mobility / 300 K mobility", mobility_ratio)
show("Ionized donor fraction when hot", ion_hot)
show("Corrected resistance when hot", R_hot * 1e3, "mOhm cm2")
show("Donor excess", imbalance * 100, "%")
show("Mean end-field rise from excess", mean_rise / 1e6, "MV/cm")
show("End peak with excess, Poisson", axial_i[0, 0] / 1e6, "MV/cm")
show("Ionization prefactor", ion_a, "cm^-1")
show("Ionization field constant", ion_b / 1e6, "MV/cm")
show("Ionization integral, column centre", centre_ionization)
show("Ionization integral, crossing line", crossing_ionization)
show("Band gap", gap, "eV")
show("Tunnelling mass / electron mass", tunnel_mass)
show("Tunnelling exponent at end peak", tunnel_exponent)
print("verified")
```

Running it gives:

```
Column width: 2 um
Blocking voltage: 3300 V
Electron mobility at 300 K: 600 cm2/Vs
Relative permittivity: 10
Permittivity: 8.8542e-13 F/cm
Allowed field Ec: 2 MV/cm
Optimal lateral field: 1.4142 MV/cm
Optimal axial field: 1.4142 MV/cm
Optimal doping: 7.8154e+16 cm^-3
Optimal length: 23.335 um
Minimum resistance, interior bound: 0.62117 mOhm cm2
Same, numerical search: 0.62117 mOhm cm2
Resistance ratio at Ex = Ec/2: 1.1547
Lateral voltage between column centres: 141.42 V
Poisson junction field at mid-length: 2 MV/cm
End coefficient kappa, series: 0.74245
End coefficient kappa, Poisson: 0.74199
End peak, series: 2.4642 MV/cm
End peak, Poisson: 2.4635 MV/cm
Lowest end field, Poisson: 0.36488 MV/cm
End-limited coefficient 4 kappa: 2.9698
End-limited resistance: 0.92239 mOhm cm2
End-limited doping: 7.4434e+16 cm^-3
End-limited length: 33 um
End-limited lateral field: 1.3469 MV/cm
End-limited axial field: 1 MV/cm
End-limited peak, Poisson: 1.9993 MV/cm
End-limited junction field: 1.6775 MV/cm
Best uniform-layer resistance: 8.6479 mOhm cm2
Uniform / superjunction resistance: 13.922
Crossover column width: 27.844 um
Mobility-doping exponent s: 0.3
Optimal Ex/Ec with this exponent: 0.64169
Resistance ratio with this exponent: 0.98678
Built-in voltage: 3 V
Built-in depletion per side: 0.14565 um
Open fraction of n column: 0.85435
Donor depth: 0.08 eV
Band density at 300 K: 1.7e+19 cm^-3
Ionized donor fraction at 300 K: 0.85248
Corrected resistance at 300 K: 0.85289 mOhm cm2
Hot temperature: 425 K
Mobility temperature exponent: 2.4
Hot mobility / 300 K mobility: 0.43347
Ionized donor fraction when hot: 0.95574
Corrected resistance when hot: 1.755 mOhm cm2
Donor excess: 2 %
Mean end-field rise from excess: 0.165 MV/cm
End peak with excess, Poisson: 2.639 MV/cm
Ionization prefactor: 5e+06 cm^-1
Ionization field constant: 16 MV/cm
Ionization integral, column centre: 0.34045
Ionization integral, crossing line: 0.25856
Band gap: 3.2 eV
Tunnelling mass / electron mass: 0.3
Tunnelling exponent at end peak: 86.913
verified
```
